Rayleigh–Ritz projection: the smallest residual and Kahan's eigenvalue theorem, part 2

The problem is to bound the error of approximate energies by the size of their residual. A is a real symmetric n×n matrix with eigenvalues λ₁ ≤ … ≤ λₙ, listed with multiplicity. Q is an n×m matrix with orthonormal columns, which span the trial space. The Rayleigh–Ritz matrix is

H = QᵀAQ.

Its eigenvalues are the Ritz values θ₁ ≤ … ≤ θₘ; if s is a unit eigenvector of H, Qs is the Ritz vector. For any real m×m matrix B,

R(B) = AQ − QB,

and R = R(H). The spectral norm ‖X‖ is the largest length |Xx| over unit vectors x; ‖X‖_F² is the sum of the squares of all elements. H is the only minimizer in the Frobenius norm:

‖R(B)‖_F² = ‖R‖_F² + ‖H − B‖_F².

It also minimizes the spectral norm, but not always alone. If σ_max and σ_min are the extreme singular values of R and w is a unit vector with RᵀRw = σ_min²w, then B = H + t wwᵀ gives the same spectral norm as long as

t² ≤ σ_max² − σ_min².

Complete Q by orthonormal columns P, with W = PᵀAP and C = PᵀAQ. Then ‖C‖ = ‖R‖, and the sorted eigenvalues μᵢ of H and W together satisfy

|λᵢ − μᵢ| ≤ ‖R‖ for i = 1, …, n.

Kahan's theorem follows: there are m different places in the list of the λᵢ such that the eigenvalues αⱼ found there satisfy

|θⱼ − αⱼ| ≤ ‖R‖ for j = 1, …, m.

The comparison rule behind this rests on a count of dimensions: two subspaces of a p-dimensional space whose dimensions add up to p + 1 share a unit vector.

By scaling, a bound that depends on the residual alone must be a pure number times the residual; its square can appear only if divided by another energy, such as a gap.

## What the block residual adds: three levels and a double well

The symbols carried over are these. A is a real symmetric matrix with eigenvalues λ₁ ≤ λ₂ ≤ …, listed with multiplicity. Q has m orthonormal columns that span the trial space, H = QᵀAQ has the Ritz values θ₁ ≤ … ≤ θₘ, and R = AQ − QH is the block residual with spectral norm ‖R‖. For any other matrix B in place of H, the squared Frobenius norm of the residual grows by ‖H − B‖_F². In an orthonormal basis [Q, P] the matrix A has the diagonal blocks H and W and the off-diagonal block C, with ‖C‖ = ‖R‖. The sorted list μᵢ of the eigenvalues of H and W together satisfies |λᵢ − μᵢ| ≤ ‖R‖, and this gives Kahan's theorem: the m Ritz values lie within ‖R‖ of eigenvalues at m different places in the list. The comparison rule says that if xᵀYx ≤ xᵀXx + ε for all unit vectors x, each eigenvalue of Y exceeds the corresponding one of X by at most ε.

A simpler bound exists for each Ritz vector alone. Let x be a unit vector, θ a number and r = Ax − θx. Expanding x in orthonormal eigenvectors of A with coefficients cᵢ gives

|r|² = Σᵢ (λᵢ − θ)² cᵢ² ≥ minᵢ (λᵢ − θ)²,

because the cᵢ² add up to 1. So there is an eigenvalue within |r| of θ. For the Ritz vector Qsⱼ, with Hsⱼ = θⱼsⱼ,

rⱼ = AQsⱼ − θⱼQsⱼ = AQsⱼ − QHsⱼ = Rsⱼ,

and therefore |rⱼ| ≤ ‖R‖. The separate intervals θⱼ ± |rⱼ| are never wider than Kahan's, which may make the block theorem look superfluous. It is not, because several separate intervals may owe their eigenvalue to the same level.

Three levels are enough to show this. Let two states with energies −δ and δ be coupled with equal strength c to a third state at energy 0, with δ ≥ 0 and c > 0. The rows of A are

(−δ, 0, c), (0, δ, c), (c, c, 0).

Expanding the characteristic determinant along the first row gives

det(λ − A) = (λ + δ)[(λ − δ)λ − c²] − c²(λ − δ)
= λ³ − (c² + δ²)λ − δc² − c²λ + δc²
= λ[λ² − (2c² + δ²)].

The eigenvalues are 0 and ±√(2c² + δ²). Take the first two states as trial space. Then H is diagonal, the Ritz values are ∓δ, and R has a single nonzero row, (c, c). Each column has length c, so |r₁| = |r₂| = c, whereas the vector (1, 1)/√2 is stretched to √2 c, which is ‖R‖.

The upper eigenvalue lies in the interval δ ± c if √(2c² + δ²) ≤ δ + c. Squaring and cancelling δ² leaves 2c² ≤ 2δc + c², or c ≤ 2δ. The interval around −δ ends at a lower energy and needs no separate check, and the lower eigenvalue follows by changing all signs. For δ < c/2 the two separate intervals thus contain one eigenvalue between them, the zero, and both point to it.

With δ = 0.1 eV and c = 0.5 eV the eigenvalues are 0 and ±√(0.50 + 0.01) eV = ±0.714 eV. The separate intervals run from −0.6 to 0.4 eV and from −0.4 to 0.6 eV, and the outer levels are outside both. Any two places in the list include an outer level, whose distance from the nearer Ritz value is 0.714 − 0.100 = 0.614 eV. This is more than the separate residual norms of 0.5 eV and less than ‖R‖ = 0.707 eV, as the theorem requires. When δ goes to zero the distance becomes √2 c, which equals ‖R‖. The pure number in front of the residual, which scaling had left open, can therefore not be smaller than 1.

The physical reason is that the third state couples to one combination of the two trial states, their sum, with the enhanced strength √2 c, while their difference has no matrix element with the third state; it is linked only to the sum, through −δ. The separate residuals average over this distinction, and the spectral norm of the block picks out the strongly coupled combination.

The same model illustrates the freedom in the spectral norm. The difference combination w = (1, −1)/√2 has Rw = 0. Changing H to H + t wwᵀ with t = c leaves the spectral norm at 0.707 eV, but raises the Frobenius norm from 0.707 eV to √(0.50 + 0.25) eV = 0.866 eV.

Ritz values can be much more accurate than ‖R‖. This too can be derived, once a gap is known. Suppose that all eigenvalues of W exceed λᵢ for some i ≤ m, and let ω be the smallest of them. Put

K = Cᵀ(W − λᵢ)⁻¹C,  T = H − λᵢ − K.

For a vector with upper part u and lower part v, completing the square in v turns the quadratic form of A − λᵢ into

uᵀ(H − λᵢ)u + 2vᵀCu + vᵀ(W − λᵢ)v = yᵀ(W − λᵢ)y + uᵀTu,

with y = v + (W − λᵢ)⁻¹Cu. Multiplying out the first term on the right reproduces the terms in v and adds uᵀKu, which the −K in T removes.

On the space spanned by the first i eigenvectors of A the left side is not positive. The first term on the right is not negative, so uᵀTu ≤ 0 for every upper part u from this space. These upper parts form a space of full dimension i: a nonzero vector with u = 0 would have the positive form vᵀ(W − λᵢ)v, which is excluded. This i-dimensional space shares a nonzero vector with the span of the eigenvectors of T numbered i to m, by the same count of dimensions as in the comparison rule. The i-th eigenvalue of T is therefore at most zero. Since H − λᵢ = T + K and ‖K‖ ≤ ‖C‖²/(ω − λᵢ), the comparison rule gives

θᵢ − λᵢ ≤ ‖R‖²/(ω − λᵢ).

On the other side θᵢ ≥ λᵢ. The first i Ritz vectors span a space on which the energy is at most θᵢ, and this space shares a unit vector with the span of the eigenvectors of A numbered i to n, on which the energy is at least λᵢ. The error is thus of second order in the residual, at the price of a second energy, the gap, as the scaling argument demands.

The lowest levels of a double well put these statements to use, because two of them lie close together. An electron moves in one dimension in the potential

V(x) = V₀(x²/a² − 1)² + Fx,

with the round parameters V₀ = 1 eV, a = 1 nm and a small tilt F = 0.002 eV/nm. The wave function vanishes at walls at ±2.2 nm. On a grid of 219 points with spacing h = 0.02 nm the second derivative is replaced by a difference quotient:

(Aψ)ᵢ = −(ħ²/2mₑ)(ψᵢ₊₁ − 2ψᵢ + ψᵢ₋₁)/h² + V(xᵢ)ψᵢ.

This matrix is real and symmetric. The constant is ħ²/(2mₑ) = 0.0381 eV nm².

Near the right minimum put x = a + y. Then x²/a² − 1 = 2y/a + y²/a², and without the tilt

V = V₀(4y²/a² + 4y³/a³ + y⁴/a⁴).

The quadratic term equals mₑω₀²y²/2 with ω₀² = 8V₀/(mₑa²), so that

ħω₀ = √(16V₀ħ²/(2mₑ))/a = √(16 × 0.0381) eV = 0.781 eV.

The harmonic ground state is a Gaussian exp(−y²/(2ℓ²)) with ℓ² = ħ/(mₑω₀) = 2 × 0.0381/0.781 nm² = 0.0976 nm², or ℓ = 0.312 nm. One such Gaussian in each well spans the first trial space. The two functions are made orthonormal symmetrically, X → X(XᵀX)^(−1/2), which treats both alike.

The size of the first residual can be estimated from the terms that the harmonic approximation omits. The probability density of the Gaussian has variance s² = ℓ²/2 = 0.0488 nm², and the mean values of y⁴, y⁶ and y⁸ are 3s⁴, 15s⁶ and 105s⁸. For a = 1 nm and V₀ = 1 eV the omitted energy is 4y³ + y⁴, with y in nm and energy in eV. The residual of a state at its mean energy is the standard deviation of this quantity. The cross term is odd in y and drops out, leaving

|r|² ≈ 16 × 15s⁶ + 105s⁸ − 9s⁸ = 240s⁶ + 96s⁸ ≈ 0.0284,

so |r| ≈ 0.169 eV. Tilt, overlap and grid error are neglected here. The computed separate norms are 0.1688 and 0.1694 eV.

The trial space is then improved by inverse iteration: each step replaces Q by A⁻¹Q and makes the columns orthonormal again in the same symmetric way. Ritz values and residual norms do not depend on this choice, but the elements of H do. Once the trial space is invariant, A⁻¹Q = QH⁻¹, and since H is positive definite the symmetric rule returns QH⁻¹(H⁻²)^(−1/2) = Q. The basis then stops turning within the space and does not drift into the eigenvectors. After k steps the results are, in eV,

k = 0: θ₁ = 0.395425, θ₂ = 0.399432, ‖R‖ = 0.169988
k = 2: θ₁ = 0.365825, θ₂ = 0.371854, ‖R‖ = 0.019214
k = 4: θ₁ = 0.365229, θ₂ = 0.371479, ‖R‖ = 0.002951
k = 8: θ₁ = 0.365214, θ₂ = 0.371473, ‖R‖ = 0.000071

Diagonalization of the full matrix gives the three lowest levels 0.365214, 0.371473 and 0.927429 eV. The lowest pair is split by 0.006259 eV.

At k = 2 the Ritz values differ by 0.0060 eV, and the separate residual norms are 0.0188 and 0.0160 eV. The separate intervals run from 0.3471 to 0.3846 eV and from 0.3558 to 0.3879 eV. They overlap over most of their length, and taken alone they would permit a single level in the common part. Kahan's theorem secures a second level, in a somewhat wider range. With ‖R‖ = 0.0192 eV it guarantees two levels, counted with multiplicity, between 0.3466 and 0.3911 eV. The price for the second level is a slight widening of the intervals.

At k = 4 the separate norms are 0.0028 and 0.0020 eV. Their sum, 0.0049 eV, is smaller than the distance 0.0063 eV between the Ritz values. The separate intervals are now disjoint, and each must contain its own level. The block theorem is needed for the count as long as the separate intervals overlap, as they do here at k = 0 and k = 2.

That the two levels are the lowest ones does not follow from the residual alone. It follows here from the third level. Every μᵢ with i ≥ 3 is at least λ₃ − ‖R‖, which is 0.757 eV at k = 0 and higher later. Both Ritz values are below this, so they fill places 1 and 2 of the merged list. In a calculation without full diagonalization, a lower bound for λ₃ from another source would serve the same purpose.

The same reasoning shows that all eigenvalues of W are at least λ₃ − ‖R‖, so this value may replace ω in the second-order bound. At k = 4 the bound for the second level is

0.002951²/(0.927429 − 0.002951 − 0.371473) eV = 1.6 × 10⁻⁵ eV,

and it is slightly smaller for the first. The larger of the two actual errors is 1.4 × 10⁻⁵ eV, about 200 times smaller than ‖R‖. At k = 8 the bound is 9 × 10⁻⁹ eV and the error 8 × 10⁻⁹ eV.

The rate of convergence follows from the action of A⁻¹. The first trial space contains a vector with no component along the second eigenvector. In it, each step reduces the share of level j relative to level 1 by the factor λ₁/λⱼ. The slowest decay belongs to the third level, and two steps should reduce the residual of the first Ritz vector by (0.927429/0.365214)² = 6.45. Between k = 6 and k = 8 it falls from 0.000437 to 0.000068 eV, a factor between 6.4 and 6.5. The second residual falls faster, by a factor of 7.3 to 7.4, where the third level would give (0.927429/0.371473)² = 6.2. Its factor per two steps is still decreasing, 7.8, 7.6 and 7.3 to 7.4 from k = 2 to k = 8, so this residual has not yet settled to a constant rate.

The minimizing property of H also has a physical side in this example. In the localized basis the off-diagonal element H₁₂ couples the two wells; it is the tunnelling element. Dropping it means using B = diag(H), for which ‖H − B‖_F² = 2H₁₂². At k = 8, H₁₂ = −0.002544 eV and ‖R‖_F = 0.000077 eV, so the Frobenius norm becomes

√(0.000077² + 2 × 0.002544²) eV = 0.0036 eV,

in agreement with the directly computed 0.003599 eV. Further iteration cannot bring this residual below √2 |H₁₂|, since the fault is in B and not in the trial space. The energies suffer as well. A symmetric 2×2 matrix has the splitting √((H₂₂ − H₁₁)² + 4H₁₂²), so without tunnelling the splitting would be

√(0.006259² − 4 × 0.002544²) eV = 0.0036 eV

instead of 0.0063 eV.

At k = 0 the tunnelling element is only −0.000117 eV, about 20 times smaller in magnitude than its later value, and dropping it changes the residual norm by less than the printed digits. The harmonic Gaussians thus give a poor account of tunnelling although they place the mean energy within 0.03 eV.

All these bounds concern the matrix and not the differential equation behind it. Halving the grid spacing raises the two lowest levels by 0.00006 eV each and leaves their splitting at 0.006259 eV. The error of the difference quotient falls as h², so the full grid error at h = 0.02 nm is 4/3 of this shift, about 0.00008 eV: the two lowest levels of the well lie near 0.36530 and 0.37156 eV, and the third lies about 0.0002 eV above its matrix value. At k = 8 the block residual, 0.00007 eV, has come down to the size of this shift, and the remaining errors of the Ritz values are far below it. More iterations would refine the eigenvalues of this matrix without bringing the levels of the well any closer.

The numerical check checks the minimizing property and Kahan's bound on 300 random matrices with n = 8 and m = 3, half of them with repeated eigenvalues. The largest distance in the best pairing reached 0.78 of the residual norm there; the three-level model with δ = 0 reaches the full value.

Values computed for the example and the checks

```
random tests: 300 matrices, n = 8, m = 3
largest best-match distance / residual norm: 0.7817
THREE-LEVEL MODEL (energies in eV)
delta = 0.100, coupling c = 0.500
eigenvalues: -0.7141 0.0000 0.7141
Ritz values: -0.1000 0.1000
separate residual norms: 0.5000 0.5000
eigenvalues in the separate intervals: 1
block residual, spectral norm: 0.7071
best-match largest distance: 0.6141
other B (t = c), spectral norm: 0.7071
Frobenius norm with H: 0.7071
Frobenius norm with other B: 0.8660
delta = 0: distance 0.7071, bound 0.7071
DOUBLE WELL (energies in eV)
V0 = 1.000 eV, a = 1.000 nm, F = 0.0020 eV/nm
walls at +-2.20 nm, 219 points, dx = 0.0200 nm
hbar^2/(2 m_e) = 0.038100 eV nm^2
hbar*omega of one well = 0.78077 eV
Gaussian length = 0.31240 nm
lowest levels: 0.365214 0.371473 0.927429
splitting of lowest pair = 0.006259 eV
finer grid, dx = 0.0100 nm: 0.365277 0.371536 0.927565
k = inverse-iteration steps; all other columns in eV
k theta1 theta2 |r1| |r2| |R|_2 largest_error
0 0.395425 0.399432 0.168808 0.169386 0.169988 3.02e-02
2 0.365825 0.371854 0.018754 0.016005 0.019214 6.10e-04
4 0.365229 0.371479 0.002845 0.002047 0.002951 1.43e-05
6 0.365215 0.371473 0.000437 0.000270 0.000458 3.39e-07
8 0.365214 0.371473 0.000068 0.000037 0.000071 8.09e-09
k |R(H)|_F |R(diag H)|_F H12 separate_intervals_overlap
0 0.239140 0.239140 -0.000117 yes
2 0.024655 0.024886 -0.002394 yes
4 0.003505 0.005018 -0.002539 no
6 0.000514 0.003635 -0.002544 no
8 0.000077 0.003599 -0.002544 no
```
